# Frequency Grids for the RPA Correlation Energy: Points versus Excitation Range

Eight imaginary frequencies give the RPA correlation energy of an ammonia molecule with an error of 315 microhartree on a Clenshaw-Curtis grid, 3.5 microhartree on a Gauss-Legendre grid and 0.2 microhartree on a minimax grid. The integrand and the number of points are the same; the first two figures belong to one choice of grid scale, given below. In the cc-pVDZ basis used here, the largest RPA excitation energy is 70.5 times the smallest Kohn-Sham transition energy, and the three grids respond to that ratio in different ways. One transition treated by hand shows how.

## One transition, one frequency

Hartree atomic units are used. The system is closed-shell, with real orbitals in a finite basis. A transition from occupied orbital $i$ to empty orbital $a$ has Kohn-Sham energy $D>0$, and the Coulomb coupling between transitions is $K=2(ia|jb)$. Direct RPA keeps this coupling and no exchange kernel.

The fluctuation-dissipation theorem gives
$$E_c=-\frac1{2\pi}\int_0^1\!d\lambda\int_0^\infty\! d\omega\,\mathrm{Tr}[v(\chi_\lambda-\chi_0)],$$
with responses taken at $i\omega$. Let $\Pi=-v\chi_0$. In RPA $v\chi_\lambda=-\Pi/(1+\lambda\Pi)$, so the trace with its minus sign is that of $\Pi/(1+\lambda\Pi)-\Pi$. Integrating over $\lambda$,
$$E_c=\frac1{2\pi}\int_0^\infty F\,d\omega,\qquad F=\mathrm{Tr}[\ln(1+\Pi)-\Pi].$$

For one transition, $\Pi=2DK/(D^2+\omega^2)$. With $\Omega^2=D^2+2DK$,
$$F=\ln\frac{\Omega^2+\omega^2}{D^2+\omega^2}-\frac{2DK}{D^2+\omega^2}.$$
Since $\int_0^\infty\ln[(\Omega^2+\omega^2)/(D^2+\omega^2)]d\omega=\pi(\Omega-D)$ and $\int_0^\infty 2DK/(D^2+\omega^2)\,d\omega=\pi K$, the energy is $\frac12(\Omega-D-K)$. Take $D=1$ and $K=3/2$: then $\Omega=2$ and $E_c=-1/4$.

Now use one point, $\omega=0$, with weight $\pi a/4$, where $a$ is a free scale. (This is the Clenshaw-Curtis grid below with $N=1$.) Here $F(0)=\ln4-3$, so the estimate is $\frac a8(2\ln2-3)$. For $a=\sqrt2$ it is $-0.285$, an error of $-0.035$.

The same error follows from a function that knows nothing about $K$. Write the logarithm as an integral over energy,
$$\ln\frac{\Omega^2+\omega^2}{D^2+\omega^2}=\int_D^\Omega\frac{2x}{x^2+\omega^2}dx .$$
All of $F$ is now built from $x/(x^2+\omega^2)$, whose integral is $\frac2\pi\int_0^\infty x/(x^2+\omega^2)\,d\omega=1$. The one-point rule gives $a/(2x)$ instead of 1. Add a term $x/(2a)$, to be justified in a moment, and call the deviation
$$\delta(x)=\frac a{2x}+\frac x{2a}-1 .$$
The energy error should be $\frac12[\int_1^2\delta\,dx-\frac32\delta(1)]$:
$$\frac12\Big[\frac a2\ln2+\frac3{4a}-1-\frac{3a}4-\frac3{4a}+\frac32\Big]=\frac a8(2\ln2-3)+\frac14 .$$
This is the estimate minus the true value. The terms $3/(4a)$ from the added $x/(2a)$ cancelled, so adding it was harmless.

## The general error formula

For many transitions $D$ is a diagonal matrix, and $\Pi$ has the nonzero spectrum of $SKS$ with $S^2=2D/(D^2+\omega^2)$. Multiplying $1+SKS$ on both sides by $(D^2+\omega^2)^{1/2}$ gives $D^2+\omega^2+2D^{1/2}KD^{1/2}$. The eigenvalues of $D^2+2D^{1/2}KD^{1/2}$ are the squared RPA excitation energies $\Omega_n^2$. Taking determinants,
$$F=\sum_n\ln\frac{\Omega_n^2+\omega^2}{D_n^2+\omega^2}-\sum_n\frac{2D_nK_{nn}}{D_n^2+\omega^2}.$$
Hence $E_c=\frac12\sum_n(\Omega_n-D_n-K_{nn})$. For a grid $(\omega_k,w_k)$ define
$$\delta(x)=\frac2\pi\sum_{k=1}^N\frac{w_kx}{x^2+\omega_k^2}+cx-1 .$$
The steps of the small example give
$$\Delta E=\frac12\Big[\sum_n\int_{D_n}^{\Omega_n}\delta(x)\,dx-\sum_nK_{nn}\delta(D_n)\Big].$$
The number $c$ is free: its contribution is $\frac c2[\frac12\sum(\Omega_n^2-D_n^2)-\sum K_{nn}D_n]$, which vanishes because the trace of the matrix above gives $\sum\Omega_n^2=\sum D_n^2+2\sum D_nK_{nn}$. Physically, $cx$ is a node at infinite frequency, where $F$ falls as $\omega^{-4}$ and contributes nothing.

The Coulomb matrix $K$ is positive semidefinite, so in sorted order $\Omega_n\ge D_n$. Every argument of $\delta$ lies in $[m,M]$, with $m$ the smallest $D_n$ and $M$ the largest $\Omega_n$. Therefore
$$|\Delta E|\le W\max_{[m,M]}|\delta|,\quad W=\frac12\sum_n(\Omega_n-D_n+K_{nn}).$$
It remains to find how $\varepsilon=\max|\delta|$ depends on $N$ and $R=M/m$. The first two grids use the scale $a=\sqrt{mM}$, which makes $|\delta|$ equally large at both ends of the interval. The energy error of a particular molecule can be smaller or larger at another scale: for the ammonia example below, the eight-point Clenshaw-Curtis error is $+233$ microhartree at $a=1.5$ hartree and $-315$ at $a=\sqrt{mM}=2.01$ hartree, so it passes through zero in between.

## Clenshaw-Curtis: equal angles

The form meant here sets $\omega=a\cot t$ and applies the trapezoidal rule at $t_j=j\pi/(2N)$, $j=1,\dots,N$. Since $|d\omega|=a\,dt/\sin^2t$, the weights are $w_j=a\pi/(2N\sin^2t_j)$, halved for $j=N$. The endpoint $t=0$ is the node at infinity; with its half weight it supplies $c=1/(2Na)$.

In the angle, the unit-integral kernel is
$$g(t)=\frac2\pi\,\frac{ax}{x^2\sin^2t+a^2\cos^2t}.$$
Put $r=(x-a)/(x+a)$. Then $1-r^2=4ax/(x+a)^2$ and $1+r^2-2r\cos2t=4(x^2\sin^2t+a^2\cos^2t)/(x+a)^2$. The fraction in $g$ is thus the Poisson kernel, a geometric series:
$$g=\frac2\pi\frac{1-r^2}{1+r^2-2r\cos2t}=\frac2\pi\Big[1+2\sum_{p\ge1}r^p\cos2pt\Big].$$
On the grid, $\cos2pt_j$ averages to zero unless $p$ is a multiple of $2N$, when it averages to one. So
$$\delta(x)=2\sum_{l\ge1}r^{2Nl}=\frac{2r^{2N}}{1-r^{2N}} .$$
For $N=1$ this is the $\delta$ of the small example. The error is largest at $x=m$ and $x=M$, where $|r|=(\sqrt R-1)/(\sqrt R+1)=e^{-2\,\mathrm{artanh}R^{-1/2}}$. Solving for $r^{2N}=\varepsilon/(2+\varepsilon)$,
$$N=\frac{\ln[(2+\varepsilon)/\varepsilon]}{4\,\mathrm{artanh}R^{-1/2}}\approx\frac{\sqrt R}4\ln\frac2\varepsilon ,$$
the last form for large $R$ and small $\varepsilon$.

## Gauss-Legendre: a rational map

Set $\omega=a(1+t)/(1-t)$ with $-1<t<1$, so that $d\omega=2a\,dt/(1-t)^2$. With Gauss-Legendre nodes $t_k$ and weights $w_k^{(t)}$, the frequency weights are $2aw_k^{(t)}/(1-t_k)^2$; take $c=0$. The kernel becomes
$$\frac4\pi\frac{ax}{x^2(1-t)^2+a^2(1+t)^2}=\frac2\pi\frac{\sin\varphi}{1-2t\cos\varphi+t^2},$$
where $\cos\varphi=(x^2-a^2)/(x^2+a^2)$ and $\sin\varphi=2ax/(x^2+a^2)$. Its poles are $z=e^{i\varphi}$ and $z^*$, on the unit circle, and the kernel equals $-\frac2\pi\mathrm{Im}\frac1{z-t}$.

The error for $1/(z-t)$ follows from one observation: $[P_N(z)-P_N(t)]/(z-t)$ is a polynomial of degree $N-1$ in $t$, which the rule integrates without error. At the nodes $P_N(t_k)=0$, so
$$P_N(z)\sum_k\frac{w_k^{(t)}}{z-t_k}=P_N(z)\int_{-1}^1\frac{dt}{z-t}-2Q_N(z),$$
with $Q_N(z)=\frac12\int_{-1}^1P_N(t)/(z-t)\,dt$. Hence $\delta=\frac4\pi\mathrm{Im}[Q_N(z)/P_N(z)]$.

For large $N$, put $z=\cosh\xi$ and $\zeta=e^\xi$ with $|\zeta|>1$. Both functions obey Legendre's equation. Written for $y=\sqrt{\sinh\xi}\,P_N$ it is
$$y''=\Big[(N+\tfrac12)^2-\frac1{4\sinh^2\xi}\Big]y .$$
When $N|\sinh\xi|\gg1$ the last term is negligible, and when $N\,\mathrm{Re}\,\xi\gg1$ the growing solution dominates $P_N$. Apart from a common factor $1/\sqrt{\sinh\xi}$, $P_N$ grows as $e^{(N+1/2)\xi}$ and $Q_N$ decays with the opposite exponent, so their ratio is $C\zeta^{-(2N+1)}$. The constant can be read off at large $z$. There $P_N\to k_Nz^N$ with $k_N=(2N)!/(2^NN!^2)\approx2^N/\sqrt{\pi N}$. Expanding $1/(z-t)$ and using orthogonality and the norm $2/(2N+1)$ gives $Q_N\to z^{-N-1}/[(2N+1)k_N]$. With $z\approx\zeta/2$ the ratio tends to $\frac{2\pi N}{2N+1}\zeta^{-(2N+1)}$, so $C\to\pi$ and
$$\delta(x)\approx4\,\mathrm{Im}\,\zeta^{-(2N+1)} .$$

To find $|\zeta|=e^\eta$, use $|\cosh\xi\pm1|=\cosh\eta\pm\cos(\mathrm{Im}\,\xi)$, whence $2\cosh\eta=|z+1|+|z-1|=2\cos\frac\varphi2+2\sin\frac\varphi2$. The half-angle formulas give
$$\cosh\eta=\frac{x+a}{\sqrt{x^2+a^2}},\qquad\sinh^2\eta=\frac{2ax}{x^2+a^2}.$$
This is smallest at both ends of $[m,M]$. Call its value there $\eta_0$; with $s=R^{-1/2}$, $\sinh^2\eta_0=2s/(1+s^2)$, so $\eta_0\approx\sqrt2R^{-1/4}$ for large $R$. Setting the envelope $4e^{-(2N+1)\eta_0}$ equal to $\varepsilon$,
$$N\approx\frac{\ln(4/\varepsilon)}{2\eta_0}-\frac12\approx\frac{R^{1/4}}{2\sqrt2}\ln\frac4\varepsilon-\frac12 .$$
Because $\delta$ is an imaginary part, it oscillates under this envelope, and the needed $N$ can be somewhat smaller.

The fourth root has a geometric origin. The end poles approach $t=\pm1$, and Gauss nodes crowd there; equal steps in $t$ on the Clenshaw-Curtis grid give no such help. For a narrow spectrum the order reverses. As $R\to1$, $r\to0$ and the Clenshaw-Curtis $\delta$ vanishes, while $e^{\eta_0}$ stays finite at $1+\sqrt2$. The exponents per point, $4\,\mathrm{artanh}R^{-1/2}$ and $2\eta_0$, are equal at $R=8.35$.

## Minimax: all energies at one distance

Both maps are spoiled by the ends of the spectrum. A better variable puts all poles $\omega=ix$, $m\le x\le M$, equally far from the real axis:
$$u(\omega)=\int_0^\omega\frac{M\,d\omega'}{\sqrt{(m^2+\omega'^2)(M^2+\omega'^2)}} .$$
Follow $u$ around the first quadrant of $\omega$. Along the real axis it runs from 0 to a finite $T=u(\infty)$. Along $\omega=iy$ it first rises to $iH$ at $y=m$. Between $m$ and $M$ one square root has turned imaginary, so $u$ moves horizontally, $u=s+iH$. Beyond $M$ it descends to $T$. The quadrant has become a rectangle, and every excitation energy lies on its top side at height $H$, with $s=0$ for $x=m$ and $s=T$ for $x=M$. The inverse function is elliptic, $\omega=m\,\mathrm{sc}(u)$ with modulus $\sqrt{1-1/R^2}$. The substitution $y=m\sin\theta$ gives $H=\int_0^{\pi/2}d\theta/\sqrt{1-R^{-2}\sin^2\theta}$.

Reflection in the sides, where $\omega$ is real or imaginary, extends the map: $\omega(-u)=-\omega(u)$, $\omega(u+2T)=\omega(u)$ and $\omega(u+2iH)=-\omega(u)$. The kernel $G(u)=\frac2\pi x\omega'(u)/(x^2+\omega^2)$ is therefore even, has period $2T$, and changes sign under $u\to u+2iH$.

Its Fourier integrals $I_j=\int_{-T}^TGe^{i\pi ju/T}du$ follow from a rectangle of height $2H$. The vertical sides cancel. The top side adds $e^{-2j\alpha}I_j$, with $\alpha=\pi H/T$. Inside lie two poles, at $\pm s+iH$, each with residue $1/(\pi i)$ for $G$. Thus $I_j(1+e^{-2j\alpha})=4e^{-j\alpha}\cos(\pi js/T)$, or
$$I_j=\frac{2\cos(\pi js/T)}{\cosh j\alpha}.$$

Take $L=2N+1$ equally spaced points per period, one of them at $u=T$, which is $\omega=\infty$. The others form mirror pairs, leaving $N$ frequencies at $u_k=(2k-1)T/L$. With $h=2T/L$,
$$w_k=h\omega'(u_k)=\frac hM\sqrt{(m^2+\omega_k^2)(M^2+\omega_k^2)},\quad c=\frac h{\pi M}.$$
The trapezoidal sum retains the Fourier terms $j=pL$, with sign $(-1)^p$ from the shifted origin. Half of it, for positive frequencies, is
$$1+\delta=1+2\sum_{p\ge1}(-1)^p\frac{\cos(pL\pi s/T)}{\cosh pL\alpha}.$$
With $\theta=L\pi s/T$, term $p$ of the slope carries $p\sin p\theta/\cosh pL\alpha$, and $|\sin p\theta|\le p|\sin\theta|$. For $L\alpha\ge2$, $\sum_{p\ge2}p^2/\cosh pL\alpha<1/\cosh L\alpha$ (0.20 against 0.27 at $L\alpha=2$). The first term then controls the sign of the slope, so the maxima and minima lie at $s=jT/L$, $j=0,\dots,L$, and all maxima are equal, as are all minima. Their mean is $1+2\sum_p1/\cosh(2pL\alpha)$. Dividing all $w_k$ and $c$ by this mean makes $\delta$ swing equally to both sides, with $\varepsilon\approx4e^{-L\alpha}$.

No other $N$-point grid has a smaller $\max|\delta|$. If one did, its $\delta$ subtracted from this one would alternate in sign at the $2N+2$ extrema and have $2N+1$ zeros. But the difference is $x$ times a rational function of $x^2$ whose numerator has degree at most $2N$. It cannot have that many positive zeros.

For large $R$, $H\to\pi/2$. The integral for $T$ is unchanged by $\omega\to mM/\omega$, so it is twice its part below $\sqrt{mM}$, where $M^2+\omega^2\approx M^2$. This gives $T\approx2\,\mathrm{arsinh}\sqrt R\approx\ln4R$, hence $\alpha\approx\pi^2/(2\ln4R)$ and
$$N\approx\frac{\ln(4/\varepsilon)\ln(4R)}{\pi^2}-\frac12 .$$

## Counting points

For $\varepsilon=10^{-6}$, $\ln(4/\varepsilon)=15.2$ and $\ln(2/\varepsilon)=14.509$. At $R=10^4$ the large-$R$ laws give $15.2\times10/2.83-0.5=53.2$ points for Gauss-Legendre, $14.509\times100/4=362.7$ for Clenshaw-Curtis and $15.2\times10.6/9.87-0.5=15.8$ for minimax. A direct search over $N$ finds:

| $R$ | Gauss-Legendre | Clenshaw-Curtis | minimax |
|---|---|---|---|
| 10 | 11 | 12 | 6 |
| 100 | 17 | 37 | 9 |
| 1000 | 30 | 115 | 13 |
| 10000 | 53 | 363 | 16 |

From $R=100$ to $10^4$ the Clenshaw-Curtis count grows about tenfold and the Gauss-Legendre count about threefold, while minimax needs seven more points.

## Ammonia

The molecule has N-H distances of 1.90 bohr and H-N-H angles of 107 degrees, chosen as round values. PBE orbitals in the cc-pVDZ basis, all electrons included, give 120 transitions. The smallest is $m=0.2393$ hartree. The largest RPA excitation, from the nitrogen 1s shell, is $M=16.879$ hartree, so $R=70.5$. Solving the full excitation problem without a frequency integral gives $E_c=-0.30596$ hartree, or $-8.326$ eV. These numbers belong to the basis. In aug-cc-pVDZ $R=85$ and $E_c=-0.326$ hartree; in cc-pVTZ $R=122$ and $E_c=-0.411$ hartree, and the eight-point errors become about $-54$, $+1240$ and $+0.6$ microhartree for Gauss-Legendre, Clenshaw-Curtis and minimax. The cc-pVDZ energy serves here as the reference for quadrature errors, listed in microhartree:

| $N$ | Gauss-Legendre | Clenshaw-Curtis | minimax |
|---|---|---|---|
| 4 | 299 | −6900 | −169 |
| 6 | 61.4 | −1330 | −7.63 |
| 8 | −3.53 | −315 | 0.207 |
| 10 | −0.415 | −84.5 | −0.012 |

The error formula was tested on the Clenshaw-Curtis grid with $N=6$: the integral over $\delta$ and the direct quadrature both give $-1327.2$ microhartree. The error stays below 1 microhartree from $N=9$ for Gauss-Legendre, 18 for Clenshaw-Curtis and 7 for minimax, checked up to $N=80$.

The rigorous bounds are much larger. At $N=8$ they are 6880, 297000 and 9.31 microhartree in the order of the table. One reason is visible in the formulas: $W=6.67$ hartree adds the two sums whose difference makes $E_c$, so even a constant $\delta$ is overestimated by $6.67/0.306\approx22$. This factor accounts for a small part of the gap for the first two grids, where bound and error differ by about 1950 and 940 at $N=8$; for minimax the ratio is 45 at $N=8$ and 23 at $N=10$.

The Gauss-Legendre bound does not fall at a steady rate, because its $\delta$ oscillates under the envelope: the envelope factor for two more points is $e^{-4\eta_0}=0.15$, while the bound falls by $1310/6880=0.19$ from $N=8$ to 10 and by $90.1/1310=0.069$ from 10 to 12. The minimax bound follows its derived rate at all the listed $N$, and the Clenshaw-Curtis bound approaches its own as $N$ grows. For minimax, two more points should multiply the bound by $e^{-2\pi^2/\ln(282)}=0.030$; from $N=8$ to 10 it falls from 9.31 to 0.282, the same factor. For Clenshaw-Curtis $e^{-8/\sqrt{70.5}}=0.39$, against $112/297=0.38$.

The six minimax frequencies are 0.107, 0.407, 1.035, 2.505, 6.136 and 17.20 hartree. Well between $m$ and $M$, $du\approx d\omega/\omega$, so equal steps in $u$ are nearly equal ratios in $\omega$. The step $h\approx2\ln(282)/13=0.87$ predicts a ratio of 2.4, close to the ratios 2.54, 2.42 and 2.45 between the four middle frequencies.

## Where the guarantees end

The minimax guarantee covers the interval for which the grid was made. The largest orbital difference here, 16.829 hartree, lies below $M$, so it is not a safe upper end. A safe one follows from $\Omega_n^2\le D_{\max}^2+2D_{\max}\|K\|$, with $\|K\|$ the largest eigenvalue of $K$. Since $R$ enters through a logarithm, a generous interval costs few points. As the gap closes, $m\to0$ and all three counts diverge, the minimax count most slowly.

Optimality refers to the worst $\delta$, not to the energy error of each molecule, where cancellation may favour another grid. Minimax grids can also be fitted to the squared kernel $[x/(x^2+\omega^2)]^2$, which appears in the diagonal part of the second-order term $-\frac12\mathrm{Tr}\,\Pi^2$ of $F$; the optimality proof above does not cover that criterion. The numerical output lists the errors and bounds for even $N$ from 2 to 12 and the weights of the six-point minimax grid.

## Values computed for the example and the checks

```
target max|delta|: 1e-06 (dimensionless)
points N: search / full law / large-R law
R=    10: GL 11 / 10.4 / 9.1; CC 12 / 11.1 / 11.5; MM 6 / 5.2 / 5.2
R=   100: GL 17 / 17.1 / 16.5; CC 37 / 36.2 / 36.3; MM 9 / 8.7 / 8.7
R=  1000: GL 30 / 30.1 / 29.7; CC 115 / 114.7 / 114.7; MM 13 / 12.3 / 12.3
R= 10000: GL 53 / 53.4 / 53.2; CC 363 / 362.7 / 362.7; MM 16 / 15.8 / 15.8
R where GL and CC have equal exponents: 8.35
NH3 N-H distance: 1.90 bohr; H-N-H angle: 107.0 degrees
basis functions: 29; transitions: 120
smallest KS transition m: 0.23930 hartree
largest KS transition: 16.82885 hartree
smallest RPA excitation: 0.25819 hartree
largest RPA excitation M: 16.87913 hartree
ratio R = M/m: 70.53; scale sqrt(mM): 2.00978 hartree
RPA correlation energy: -0.30596178 hartree = -8.3256 eV
error-bound prefactor W: 6.67133 hartree
CC N=6 error: direct -1327.2191, from delta -1327.2191 microhartree
NH3 energy error [rigorous bound], microhartree
N=2: GL -2.65e+04 [1.54e+06]; CC -5.66e+04 [8.32e+06]; MM 1.11e+04 [3.36e+05]
N=4: GL 299 [3.71e+05]; CC -6.9e+03 [2.31e+06]; MM -169 [1.02e+04]
N=6: GL 61.4 [2.82e+04]; CC -1.33e+03 [8.01e+05]; MM -7.63 [308]
N=8: GL -3.53 [6.88e+03]; CC -315 [2.97e+05]; MM 0.207 [9.31]
N=10: GL -0.415 [1.31e+03]; CC -84.5 [1.12e+05]; MM -0.0121 [0.282]
N=12: GL 0.106 [90.1]; CC -24.5 [4.29e+04]; MM 0.000244 [0.00852]
N from which NH3 error stays below 1 microhartree (tested to N=80): GL 9, CC 18, MM 7
minimax grid for NH3, N=6: frequency, weight (hartree)
  0.107162  0.227620
  0.407488  0.410347
  1.035443  0.924293
  2.504838  2.208266
  6.136329  5.672340
  17.199933  21.319613
```
